# Andreev Levels and Supercurrent of a Short One-Channel Josephson Junction, part 1

(Sections cited here and not found follow in the second part.)

## Part I. The bound levels

A calculation of the supercurrent through an atomic-size contact starts with a decision. One can solve the superconducting problem over the whole energy range, continuum included, for every value of the phase difference. Or one can compute a single normal-state number, the transmission $T$ at the Fermi energy, and insert it in a closed formula. The theorem below says when the second, much cheaper, route is justified: the link must be short compared with $\hbar v/\Delta$, and its scattering must hardly change over energies of order $\Delta$.

### Setting and conventions

Here $\Delta>0$ is the gap, $v$ the Fermi velocity and $e>0$ the elementary charge; $\hbar$ is kept. The mean-field Hamiltonian is

$$\hat H=\sum_\sigma\int\psi_\sigma^\dagger h\,\psi_\sigma\,dx+\int\left[\Delta(x)\,\psi_\uparrow^\dagger\psi_\downarrow^\dagger+\text{h.c.}\right]dx ,$$

where $h$ is the normal one-particle Hamiltonian measured from the Fermi energy. The assumptions are these.

1. **One channel.** $h$ is real and independent of spin, which expresses time-reversal symmetry without spin-orbit coupling. One mode connects the two leads.
2. **Rigid step.** $\Delta(x)=\Delta e^{i\phi_L}$ in the left lead, $0$ in the link, and $\Delta e^{i\phi_R}$ in the right lead. The phase difference is $\phi=\phi_R-\phi_L$.
3. **Andreev approximation.** $\Delta$ is much smaller than the Fermi energy, so the lead spectrum is linear near $\pm k_F$ on the scale $\Delta$.
4. **Short link.** The link length obeys $L\ll\hbar v/\Delta$, and the scattering matrix is constant over energies of order $\Delta$.

With the two-component field $\Psi=(\psi_\uparrow,\psi_\downarrow^\dagger)^{\mathsf T}$, the pairing term is already of the form $\Psi_1^\dagger\Delta\Psi_2+\text{h.c.}$ Anticommuting the spin-down operators turns $\psi_\downarrow^\dagger h\psi_\downarrow$ into $-\Psi_2^\dagger h\Psi_2$ plus a constant, because $h$ is real and symmetric. The levels therefore follow from the Bogoliubov–de Gennes (BdG) equation

$$\begin{pmatrix}h&\Delta(x)\\ \Delta^*(x)&-h\end{pmatrix}\begin{pmatrix}u\\ v\end{pmatrix}=E\begin{pmatrix}u\\ v\end{pmatrix}. \tag{1}$$

(The hole component $v(x)$ and the velocity $v$ are told apart by context.) If $(u,v)$ solves (1) at $E$, complex conjugation of both rows shows that $(-v^*,u^*)$ solves it at $-E$. The spectrum is symmetric about zero. This two-component equation contains both spins once, so no further factor of two is to be applied for spin.

### Theorem

Let $0<T\le1$, let $s=\sin^2(\phi/2)$, and let assumptions 1 to 4 hold. To leading order in $L\Delta/\hbar v$ and in the variation of the scattering over the gap:

(a) the levels inside the gap are $E=\pm E_A$, with

$$E_A(\phi)=\Delta\sqrt{1-T\sin^2(\phi/2)} ; \tag{2}$$

(b) at zero temperature the ground state carries the supercurrent

$$I(\phi)=\frac{e\Delta}{2\hbar}\,\frac{T\sin\phi}{\sqrt{1-T\sin^2(\phi/2)}} , \tag{3}$$

except at the point $T=1$, $\phi=\pi$, where it jumps;

(c) the critical current is

$$I_c=\frac{e\Delta}{\hbar}\left(1-\sqrt{1-T}\right). \tag{4}$$

Here $I$ is $e$ times the number of electrons per unit time flowing from left to right. The conventional electric current points the other way. Part (a) is proved in this half, parts (b) and (c) in the second.

### Lemma 1: reflection from a superconducting lead

*For $|E|<\Delta$, an electron reaching lead $j$ returns as a hole with amplitude $\alpha e^{-i\phi_j}$, and a hole returns as an electron with amplitude $\alpha e^{i\phi_j}$, where*

$$\alpha=\frac{E-i\sqrt{\Delta^2-E^2}}{\Delta}=e^{-i\chi},\qquad \chi=\arccos\frac E\Delta . \tag{5}$$

*Proof.* Near $+k_F$ write $u=e^{ik_Fx}\tilde u$ and $v=e^{ik_Fx}\tilde v$ with slowly varying envelopes. Then $h$ acts on the envelopes as $-i\hbar v\,\partial_x$. On this branch an electron moves to the right. A hole has $-h$ in place of $h$, so it moves to the left.

In the right lead a bound state must decay as $e^{-\kappa x}$ with $\kappa>0$. Since $-i\hbar v\,\partial_x e^{-\kappa x}=i\hbar v\kappa\, e^{-\kappa x}$, the abbreviation $\eta=\hbar v\kappa$ gives

$$\begin{pmatrix}i\eta&\Delta e^{i\phi_R}\\ \Delta e^{-i\phi_R}&-i\eta\end{pmatrix}\begin{pmatrix}\tilde u\\ \tilde v\end{pmatrix}=E\begin{pmatrix}\tilde u\\ \tilde v\end{pmatrix}.$$

The matrix has trace zero and determinant $\eta^2-\Delta^2$, so $E^2=\Delta^2-\eta^2$ and $\eta=\sqrt{\Delta^2-E^2}$. The first row reads $\Delta e^{i\phi_R}\tilde v=(E-i\eta)\tilde u$, hence

$$\frac{\tilde v}{\tilde u}=\frac{E-i\eta}{\Delta}e^{-i\phi_R}=\alpha e^{-i\phi_R}.$$

The linearized equation is of first order, so the envelopes are continuous at the edge of the lead and no other matching condition exists. The ratio is therefore the amplitude of the returning hole for unit incident electron.

On the branch at $-k_F$ the velocity changes sign, so $i\eta$ becomes $-i\eta$. There the hole is the incident particle. The first row gives $\Delta e^{i\phi_R}\tilde v=(E+i\eta)\tilde u$, and

$$\frac{\tilde u}{\tilde v}=\frac{\Delta e^{i\phi_R}}{E+i\eta}=\frac{E-i\eta}{\Delta}e^{i\phi_R}=\alpha e^{i\phi_R},$$

because $(E+i\eta)(E-i\eta)=\Delta^2$. In the left lead the decay is $e^{+\kappa x}$ and the incident electron is on the other branch. Two signs change together, and the same amplitudes result with $\phi_L$. Finally $\cos\chi=E/\Delta$ and $\sin\chi=\eta/\Delta\ge0$ give $\alpha=\cos\chi-i\sin\chi=e^{-i\chi}$. $\square$

Inside the gap $|\alpha|=1$. Every electron comes back as a hole, and a pair of electrons has entered the condensate. The phase of the condensate is imprinted on the returning particle, with opposite signs for the two conversions.

### Lemma 2: one closed cycle

*Let $S$ be the electron scattering matrix of the link at the Fermi energy, with transmission amplitude $d$ and $T=|d|^2$. With $\Phi=\mathrm{diag}(\phi_L,\phi_R)$ and $M=e^{i\Phi}S^*e^{-i\Phi}S$, a bound level obeys $\det(1-\alpha^2M)=0$, and*

$$\det(1-\alpha^2M)=\frac{4\alpha^2}{\Delta^2}\left(E^2-E_A^2\right). \tag{6}$$

*Proof.* Electrons arriving at the scatterer with amplitudes $a_e=(a_L,a_R)^{\mathsf T}$ leave with $b_e=Sa_e$. For holes, (1) in the link reads $hv=-Ev$. Let $f$ be an electron solution at energy $-E$ with incoming amplitudes $a$ and outgoing amplitudes $S(-E)a$. Since $h$ is real, $f^*$ obeys the same equation, and $v=f^*$ is a hole solution. Conjugation reverses each wave vector, but a hole moves against its wave vector, so incoming waves remain incoming. The hole scattering matrix is thus $S^*(-E)$. By assumption 4 it equals $S^*$ taken at the Fermi energy.

Follow the particle round. Lemma 1 gives the returning holes $a_h=\alpha e^{-i\Phi}b_e$. They scatter into $b_h=S^*a_h$ and return as electrons $a_e=\alpha e^{i\Phi}b_h$. Together,

$$a_e=\alpha^2e^{i\Phi}S^*e^{-i\Phi}S\,a_e=\alpha^2Ma_e ,$$

which has a nonzero solution when $\det(1-\alpha^2M)=0$.

A real $h$ makes the scattering matrix symmetric:

$$S=\begin{pmatrix}r&d\\ d&r'\end{pmatrix},\qquad |r|^2=|r'|^2=1-T .$$

The equalities of the moduli follow from unitarity. The phase factors in $M$ have determinants that cancel, so $\det M=(\det S)^*\det S=1$. For the trace, multiply out

$$e^{i\Phi}S^*e^{-i\Phi}=\begin{pmatrix}r^*&d^*e^{-i\phi}\\ d^*e^{i\phi}&r'^*\end{pmatrix},$$

$$M_{11}=|r|^2+|d|^2e^{-i\phi},\qquad M_{22}=|d|^2e^{i\phi}+|r'|^2 .$$

With $1-\cos\phi=2s$ this gives

$$\operatorname{tr}M=2(1-T)+2T\cos\phi=2-4Ts .$$

For a $2\times2$ matrix $\det(1-\alpha^2M)=1-\alpha^2\operatorname{tr}M+\alpha^4\det M$. Extract $\alpha^2$:

$$\det(1-\alpha^2M)=\alpha^2\left(\alpha^2+\alpha^{-2}-\operatorname{tr}M\right).$$

From (5), $\alpha+\alpha^{-1}=2E/\Delta$, so $\alpha^2+\alpha^{-2}=4E^2/\Delta^2-2$. The bracket becomes

$$\frac{4E^2}{\Delta^2}-2-2+4Ts=4\left[\frac{E^2}{\Delta^2}-(1-Ts)\right],$$

which is (6). $\square$

### Proof of part (a)

Since $\alpha\neq0$, the determinant (6) vanishes when $E^2=E_A^2$. For $0<\phi<2\pi$ these energies lie inside the gap, and

$$\kappa=\frac{\sqrt{\Delta^2-E_A^2}}{\hbar v}=\frac{\Delta\sqrt T\,|\sin(\phi/2)|}{\hbar v} \tag{7}$$

is positive, so the states do decay into the leads. At $\phi=0$ one finds $\kappa=0$: the levels have merged with the gap edges and are no longer bound. $\square$

The phases of $r$, $r'$ and $d$ have dropped out. A barrier in the middle, a barrier at one end and an asymmetric double barrier of equal $T$ give the same levels, provided each satisfies assumption 4.

### Limits and meaning

**Open channel.** For $T=1$, $E_A=\Delta|\cos(\phi/2)|$. The two levels cross at $\phi=\pi$. Without backscattering $M$ is diagonal, with elements $e^{\mp i\phi}$. Each of the two states then contains electrons moving in one direction and holes moving in the other, and nothing couples them.

**Finite reflection.** For $T<1$ the scatterer mixes these two states. At $\phi=\pi$ the crossing opens into a spacing

$$2E_A(\pi)=2\Delta\sqrt{1-T} .$$

**Weak transmission.** For $T\ll1$, $E_A\approx\Delta-\tfrac12\Delta T\sin^2(\phi/2)$. The level stays close to the gap edge, and by (7) the state reaches far into the leads. A numerical calculation with leads of finite length must allow for this: the probability density decays as $e^{-2\kappa x}$, and the leads have to be long compared with $1/2\kappa$.

### Remark: a link of finite length

Put the scatterer in the middle of a clean normal section of length $L$. An electron has wave number $k_F+E/\hbar v$, the hole on the same branch $k_F-E/\hbar v$. The electron runs a distance $L/2$ to the lead and the hole runs $L/2$ back, with its propagation direction reversed. The accumulated phase is

$$\left(k_F+\frac E{\hbar v}\right)\frac L2-\left(k_F-\frac E{\hbar v}\right)\frac L2=\frac{EL}{\hbar v} .$$

The other conversion gives the same phase. In the quantization condition $\alpha$ is therefore replaced by $\alpha e^{iEL/\hbar v}$, that is, $\chi$ by $\chi-EL/\hbar v$. For the short link, $E_A=\Delta\cos\chi$ gives $\sin\chi=\sqrt T|\sin(\phi/2)|$. The level that develops from $+E_A$ now obeys

$$\arccos\frac E\Delta-\frac{EL}{\hbar v}=\arcsin\left(\sqrt T\,|\sin(\phi/2)|\right). \tag{8}$$

To first order in $L$, $\chi$ grows by $E_AL/\hbar v$ and $\cos\chi$ falls by $\sin\chi$ times that amount:

$$\frac{E-E_A}{E_A}\approx-\frac{L\Delta}{\hbar v}\sqrt T\,|\sin(\phi/2)| . \tag{9}$$

The extra travel lowers the level. Formula (2) is the leading term in $L\Delta/\hbar v$.

### Remark: the levels without linearization

The formula can be tested on a tight-binding BdG chain, whose spectrum is curved and whose scatterer has its own energy dependence. Take lead hopping 1 and half filling. The link consists of two normal sites with energies $0.5$ and $-0.3$, joined by three bonds of strength $0.8$, $0.9$ and $0.7$. Matching plane waves at the Fermi energy gives $T=0.6253$.

At $\phi=2.0$ rad formula (2) predicts $E_A/\Delta=0.7465$. Diagonalization gives $0.7331$ for $\Delta=0.04$ and $0.7398$ for $\Delta=0.02$. The deviation halves with the gap, from $0.0134$ to $0.0067$, as it must for an error linear in the gap over the hopping. Both the energy dependence of $S$ and lattice corrections at the edges of the leads can contribute to it. Linear extrapolation to zero gap gives $0.7466$. These values are for leads of $12/\Delta$ sites each; with half-infinite leads both levels lie about $0.0002$ lower and the extrapolation gives $0.7464$, so the fourth digit is not converged.

Equation (8) was tested with 40 normal sites and a bond of strength $0.8$ in their middle, for which $T=0.9518$. With $\Delta=0.02$, velocity 2 and $\phi=2.0$ rad, the length parameter is $L\Delta/\hbar v=40\times0.02/2=0.4$. Equation (8) gives $E/\Delta=0.4242$; the chain gives $0.4261$.

## Part II. The supercurrent

The symbols carried over are the gap $\Delta$, the transmission $T$ at the Fermi energy, the phase difference $\phi=\phi_R-\phi_L$, and $s=\sin^2(\phi/2)$. Part I showed that a short link has the levels $\pm E_A$ with $E_A=\Delta\sqrt{1-Ts}$. They belong to the two-component BdG Hamiltonian, written $H$ below, which contains both spins once. The current $I$ is $e$ times the electron flow from left to right.

The levels alone do not settle the current. The filled continuum below $-\Delta$ could carry some as well. The proof therefore computes the energy of the whole ground state.

### Lemma 3: current as a phase derivative

*If the ground state is not degenerate, $I=(2e/\hbar)\,dE_{gs}/d\phi$.*

*Proof.* Represent one normal bond of the link by $\hat H_w=-w\sum_\sigma(c_{L\sigma}^\dagger c_{R\sigma}+c_{R\sigma}^\dagger c_{L\sigma})$, with real $w$. Choose $\phi_L=0$, $\phi_R=\phi$. On all sites to the right of the bond substitute $c_\sigma=e^{i\phi/2}d_\sigma$. The pairing term $\Delta e^{i\phi}c_\uparrow^\dagger c_\downarrow^\dagger$ becomes $\Delta d_\uparrow^\dagger d_\downarrow^\dagger$, and $\phi$ survives in the bond alone:

$$\hat H_w=-w\sum_\sigma\left(e^{i\phi/2}c_{L\sigma}^\dagger d_{R\sigma}+e^{-i\phi/2}d_{R\sigma}^\dagger c_{L\sigma}\right).$$

Differentiate at fixed $d$ and return to the original operators:

$$\frac{\partial\hat H}{\partial\phi}=-\frac{iw}{2}\sum_\sigma\left(c_{L\sigma}^\dagger c_{R\sigma}-c_{R\sigma}^\dagger c_{L\sigma}\right).$$

The flow through the bond is the rate at which hopping changes the number $N_R$ on its right. With $[c_R,N_R]=c_R$ and $[c_R^\dagger,N_R]=-c_R^\dagger$,

$$\hat J=\frac i\hbar[\hat H_w,N_R]=-\frac{iw}\hbar\sum_\sigma\left(c_{L\sigma}^\dagger c_{R\sigma}-c_{R\sigma}^\dagger c_{L\sigma}\right)=\frac2\hbar\frac{\partial\hat H}{\partial\phi} .$$

The Hellmann–Feynman theorem, $\langle\partial\hat H/\partial\phi\rangle=dE_{gs}/d\phi$, completes the proof. $\square$

The factor 2 is the charge of a pair in units of $e$. As a test of sign and factor, take the chain of Part I with $\Delta=0.1$, one bond $w=0.8$ between the leads and $\phi=2.0$ rad. The expectation value of $\hat J$ and twice the numerical derivative of the total energy are both $0.068806$ in units of hopping$/\hbar$.

We have shown that a short link has the bound levels $\pm E_A$, and that the supercurrent is $2e/\hbar$ times the phase derivative of the ground-state energy. It remains to compute that energy with the filled continuum included, and from it to prove the formulas for the supercurrent and the critical current.
